# Hyperpolarizabilities from CCSD(T) energies: Romberg extrapolation and convergence noise

## A small field and a wrong answer

For a molecule with inversion symmetry, whose energy is even in the field, a fourth derivative of the energy can be estimated from three energies. Compute the CCSD(T) energy of ethylene without a field, then with fields of 0.003 and 0.006 au along the C=C axis, and take a finite difference. With the solver settings used here, stopping the coupled-cluster iterations when the energy changes by less than $10^{-6}$ hartree and the amplitudes by less than $10^{-4}$ in norm gives a second hyperpolarizability of about $-161\,600$ au. With tightly converged amplitudes, the same formula at the same fields gives $+3896$ au. The loose energies themselves are wrong by at most $2.0\times10^{-6}$ hartree. The thresholds limit the last step and not the remaining error, so other solver settings can give a very different loose value.

Larger fields suppress this failure and bring another. With fields of 0.024 and 0.048 au, the tight energies give 4447 au, some 14 % above the value of 3891 au found below. Here the energies are good, but higher derivatives contaminate the difference. A useful scheme must remove this contamination without magnifying the noise much, and must show which of the two limits the result.

## What is being differentiated

Let $F$ be a uniform static field along one axis. In atomic units and the Taylor convention,

$$E(F)=E_0-\mu F-\frac{\alpha F^2}{2}-\frac{\beta F^3}{6}-\frac{\gamma F^4}{24}-\cdots=\sum_j e_jF^j ,$$

so $\beta=-3!\,e_3$ and $\gamma=-4!\,e_4$. Conventions that omit the factorials give different numbers for the same molecule.

The field is included in the Hartree–Fock step and the coupled-cluster calculation follows in the field-dependent orbitals. The derivatives therefore contain orbital relaxation. The nuclei are fixed, so vibrational contributions are absent. Energies are used because CCSD(T) is not stationary in all its parameters: an expectation value with its amplitudes is not in general the derivative of its energy. Finite differences need no response equations.

Reversing the field separates the odd and even powers:

$$O(F)=\frac{E(F)-E(-F)}2,\qquad S(F)=\frac{E(F)+E(-F)}2-E_0 .$$

$O$ starts with $e_1F$ and contains $\beta$. $S$ starts with $e_2F^2$ and contains $\gamma$. For a molecule with inversion symmetry, $E(-F)=E(F)$. Then $\beta=0$ and $S(F)=E(F)-E_0$, so positive fields suffice.

## Removing the lower derivative

Let $p=3$ for $\beta$ and $p=4$ for $\gamma$, and let $X$ denote $O$ or $S$ accordingly. In both cases the lowest power in $X$ is $F^{p-2}$. Choose fields $F_k=a^kF_0$ with $a>1$, and write $X_k=X(F_k)$. Since $F_{k+1}=aF_k$,

$$a^{p-2}X_k-X_{k+1}=\sum_{m\ge-1}e_{p+2m}\left(a^{p-2}-a^{p+2m}\right)F_k^{p+2m}.$$

The term $m=-1$ vanishes, which removes $\mu$ or $\alpha$. The term $m=0$ is $-e_pa^{p-2}(a^2-1)F_k^p$. To turn it into $-p!\,e_p$, define

$$P_{k,0}=\frac{p!\left(a^{p-2}X_k-X_{k+1}\right)}{a^{p-2}(a^2-1)F_k^p}.$$

Dividing the remaining terms by the same denominator gives

$$P_{k,0}=-p!\,e_p+\sum_{m\ge1}C_mF_k^{2m},\qquad
C_m=-p!\,e_{p+2m}\frac{a^{2m+2}-1}{a^2-1}.$$

For $p=4$ and $a=2$ the estimator is $2(4S_k-S_{k+1})/F_k^4$. The tight energies at $F_1=0.006$ au show how little of the signal is left after the subtraction:

$$S_1=-5.695444\times10^{-4},\qquad S_2=-2.2807172\times10^{-3}\ \text{hartree},$$

$$4S_1-S_2=2.5396\times10^{-6}\ \text{hartree},\qquad
P_{1,0}=\frac{2(2.5396\times10^{-6})}{1.296\times10^{-9}}=3919\ \text{au}.$$

The quartic signal is a few microhartree. An energy error of one microhartree is thus comparable with the quantity sought, even though it is tiny beside the total energy.

## Removing the higher derivatives

The error of $P_{k,0}$ contains only even powers of the field. Two neighbouring entries can therefore be combined to cancel $F^2$, then two of the results to cancel $F^4$, and so on. Suppose the terms up to $F^{2n-2}$ are gone. The term in $F^{2n}$ is $a^{2n}$ times larger in $P_{k+1,n-1}$ than in $P_{k,n-1}$, so

$$P_{k,n}=\frac{a^{2n}P_{k,n-1}-P_{k+1,n-1}}{a^{2n}-1}$$

cancels it. The denominator keeps the constant term unchanged. This is the Romberg recursion; $k$ labels the smallest field used and $n$ counts the extrapolations.

At step $j$, a term in $F_k^{2m}$ is multiplied by $(a^{2j}-a^{2m})/(a^{2j}-1)$. After $n$ steps the first survivor has $m=n+1$, with the factor

$$\prod_{j=1}^{n}\frac{a^{2j}-a^{2n+2}}{a^{2j}-1}
=(-1)^n\prod_{j=1}^{n}a^{2j}\,\frac{a^{2(n+1-j)}-1}{a^{2j}-1}
=(-1)^na^{n(n+1)} .$$

The last step holds because the numerators $a^{2(n+1-j)}-1$ are the denominators in reverse order, and $\sum_j2j=n(n+1)$. The leading truncation error is therefore

$$(-1)^na^{n(n+1)}C_{n+1}F_k^{2n+2}.$$

The power of the field improves with each column, but the prefactor grows, and the largest field used is $a^{n+1}F_k$. Extrapolation is best supported when that field lies well inside the range where the series converges. Even there a further column can do harm: if $C_{n+1}$ happens to be small, there is little to cancel, while the higher terms can be magnified.

A two-level model shows what sets this range and supplies known answers. With gap $\Delta$, transition dipole $t$, dipole difference $d$ and $u=\Delta-dF$, the lower energy is

$$E=\frac u2-\sqrt{\frac{u^2}{4}+t^2F^2}
=-\frac{t^2F^2}{u}+\frac{t^4F^4}{u^3}-\cdots .$$

Inserting $1/u=1/\Delta+dF/\Delta^2+d^2F^2/\Delta^3+\cdots$ gives $e_3=-t^2d/\Delta^2$ and $e_4=t^2(t^2-d^2)/\Delta^3$, hence

$$\beta=\frac{6t^2d}{\Delta^2},\qquad \gamma=\frac{24t^2(d^2-t^2)}{\Delta^3}.$$

For $\Delta=t=1$ and $d=0.5$ these are $\beta=3$ and $\gamma=-18$ au. The truncation law was tested on this model for both properties and $n=0,1,2$. The square root vanishes at the complex fields $\Delta-dF=\pm2itF$, so the series converges for $|F|<\Delta/\sqrt{d^2+4t^2}$. A small gap or a large transition dipole shrinks this range of convergence.

For a real molecule there is a further restriction. Far away, a uniform field lowers the electron's potential without limit, so there is no true bound ground state. A finite set of localized basis functions hides the escape, but strong fields with diffuse functions can still change the character of the computed state. The energies must follow one smooth state from zero field.

## What the table does to noise

Let every computed energy be wrong by at most $\varepsilon$. Repeated subtraction might be expected to amplify this error without limit as columns are added. To find out, introduce the shift $T$, which replaces $k$ by $k+1$. The recursion becomes

$$P_{k,n}=\left[\prod_{j=1}^{n}\frac{a^{2j}-T}{a^{2j}-1}\right]P_{k,0}.$$

The first column contains $F_k^{-p}$, and shifting it produces an extra $a^{-p}$. Moving $F_k^{-p}$ to the front, so that $T$ acts only on $X_k$, gives

$$P_{k,n}=\frac{p!}{a^{p-2}(a^2-1)F_k^p}
\left[\prod_{j=1}^{n}\frac{a^{2j}-a^{-p}T}{a^{2j}-1}\right](a^{p-2}-T)X_k .$$

Each factor is a positive number minus a positive multiple of $T$. The coefficient of $T^i$ thus has the sign $(-1)^i$, and the sum of absolute weights follows by setting $T=-1$:

$$W_X=\frac{p!(a^{p-2}+1)}{a^{p-2}(a^2-1)F_k^p}
\prod_{j=1}^{n}\frac{a^{2j}+a^{-p}}{a^{2j}-1}.$$

For $\beta$ this is the whole factor, since $O$ is half the difference of two energies and its error is at most $\varepsilon$. For $\gamma$, every $S_k$ also contains $-E_0$. These contributions add with their signs, so the magnitude of the weight of $E_0$ follows from $T=1$:

$$W_0=\frac{4!}{a^2F_k^4}\prod_{j=1}^{n}\frac{a^{2j}-a^{-4}}{a^{2j}-1}.$$

The noise bound is $\varepsilon A_n/F_k^p$, where $A_n/F_k^p$ is $W_X$ for $\beta$ and $W_X+W_0$ for $\gamma$. It was tested by sending unit errors through the recursion.

Each factor in the products differs from one by an amount that falls as $a^{-2j}$, so the products converge. For $\gamma$ and $a=2$,

$$A_0=10+6=16,\qquad A_1=10\,\frac{4+1/16}{3}+6\,\frac{4-1/16}{3}=21.4,$$

and $A_4=23.3$. Extrapolation itself costs less than a factor of 1.5 up to this column. The severe amplification comes from $F_k^{-4}$: halving the smallest field multiplies the bound by 16.

The ratio $a$ matters too. For $\gamma$ without extrapolation,

$$A_0=\frac{24}{a^2}\left(\frac{a^2+1}{a^2-1}+1\right)=\frac{48}{a^2-1}.$$

As $a\to1$ the two fields carry nearly the same information and the noise diverges. If instead the largest field $F_{\max}=aF_k$ is held fixed, the bound is $48a^4\varepsilon/[(a^2-1)F_{\max}^4]$. With $v=a^2$, the derivative of $v^2/(v-1)$ vanishes at $v=2$, so $a=\sqrt2$ minimizes it, at $192\,\varepsilon/F_{\max}^4$. The choice $a=2$ gives 256 in place of 192. This moderate penalty buys a wide range of fields from few calculations.

## Convergence error need not be random

Suppose stopping early adds $c_0+c_2F^2+c_4F^4$ to the energies, including the zero-field one. The constant cancels in $S$, the quadratic part cancels with $\alpha$, and the quartic part changes $e_4$, so $\gamma$ shifts by $-24c_4$. No number of columns removes that shift, because it looks like a true fourth derivative. Errors that jump from field to field are amplified by the weights above.

The loose ethylene energies show such a jump. Their error is $+2.0\times10^{-6}$ hartree at zero field but $-2.4\times10^{-7}$ at 0.003 au. In the first-column estimator for $a=2$, $E_0$ enters with weight $-6/F_k^4$. At 0.003 au its error alone contributes

$$-\frac{6(2.007\times10^{-6})}{8.1\times10^{-11}}\approx-1.49\times10^5\ \text{au}$$

of a total shift of $-1.65\times10^5$ au. The zero-field energy thus causes about 90 % of the failure described at the start. The jump coincides with a change in the number of iterations: the loose calculation stops after 6 at zero field and after 8 at the fields from 0.003 to 0.024 au.

Comparing $E(F)$ with $E(-F)$ is not by itself a convergence test. In a symmetric molecule the two calculations can follow mirrored iterations and carry the same error. The reversed calculation used here therefore has tighter thresholds.

## Choosing the field

Let the truncation error have magnitude $BF^q$, with $q=2n+2$ and $B=a^{n(n+1)}|C_{n+1}|$. The total to be minimized is $A_n\varepsilon F^{-p}+BF^q$. Setting its derivative to zero,

$$-pA_n\varepsilon F^{-p-1}+qBF^{q-1}=0
\quad\Longrightarrow\quad
F_{\rm opt}=\left(\frac{pA_n\varepsilon}{qB}\right)^{1/(p+q)}.$$

At this field the noise term equals $(q/p)BF_{\rm opt}^q$, so the least total is

$$BF_{\rm opt}^q\left(1+\frac qp\right)\propto\varepsilon^{q/(p+q)} .$$

For $\gamma$ the exponents are $1/3$, $1/2$ and $3/5$ for $n=0,1,2$; for $\beta$ they are $2/5$, $4/7$ and $2/3$. Better convergence therefore pays more when extrapolation is used. The optimum field, the least error and the exponents were tested by scanning the field in the two-level model, at noise low enough for the leading truncation term to dominate.

In a molecule $B$ is unknown, but the table estimates it. The next column removes the leading error, so $|P_{k,n+1}-P_{k,n}|$ approximates the truncation error of $P_{k,n}$, up to higher terms and noise. The procedure is then:

1. Converge energies at zero field and at a geometric sequence of fields, adding reversed fields if there is no inversion symmetry.
2. Estimate $\varepsilon$ by tightening the thresholds.
3. Build the table and, for each entry with a neighbour in the next column, add $|P_{k,n+1}-P_{k,n}|$ to $\varepsilon A_n/F_k^p$.
4. Take the entry with the smallest sum, and check it with other fields.

The sum is a working error estimate and not a strict bound, since a difference between columns can be small by accident.

## Ethylene

The example uses frozen-core CCSD(T) in the 6-31+G basis, with C=C and C–H lengths of 1.33 and 1.09 Å and an HCC angle of 121.5°. Five fields run from 0.003 to 0.048 au with $a=2$. The tight energies give, in au:

| $F_k$ | $n=0$ | $n=1$ | $n=2$ | $n=3$ |
|---|---|---|---|---|
| 0.003 | 3895.5 | 3887.6 | 3887.4 | 3887.3 |
| 0.006 | 3919.1 | 3890.8 | 3893.1 | |
| 0.012 | 4004.0 | 3856.3 | | |
| 0.024 | 4447.3 | | | |

The top row seems converged to a fraction of an atomic unit. The data do not support that impression. The entries of this row share the noise of the smallest fields, so their mutual agreement does not reveal it. With $\varepsilon=10^{-10}$ hartree, the noise bound at 0.003 au is 20 au for $n=0$ and 26 au for $n=1$.

At 0.006 au, one extrapolation gives

$$P_{1,1}=\frac{4(3919.14)-4004.04}{3}=3890.8\ \text{au}.$$

Its truncation estimate is $|3893.1-3890.8|=2.3$ au, and its noise bound is $21.4\times10^{-10}/(1.296\times10^{-9})=1.7$ au. The sum, 4 au or 0.1 % of $\gamma$, is the smallest among the candidates. The result is $\gamma_{zzzz}=3891\pm4$ au, or $(2.426\pm0.003)\times10^{-61}\ \mathrm{C^4\,m^4\,J^{-3}}$. The last digit is not settled: the next column, 3893.1 au, suggests that the derivative lies about 2 au higher.

The assumed $\varepsilon$ is supported by tightening the thresholds. At 0.024 au, the reversed and more tightly converged energy differs by $4.9\times10^{-11}$ hartree. Tighter thresholds at zero field and at 0.003 to 0.024 au also change the energies by at most $5\times10^{-11}$ hartree, in opposite directions at zero and at finite field. This is enough to move the top-row entries for $n=1$ and $n=2$ from 3887.6 and 3887.4 to 3892.8 and 3892.9 au, while the selected entry moves only from 3890.8 to 3891.4 au. An interleaved sequence starting at 0.00424 au, with the same zero-field energy, gives 3890.9 au after one extrapolation. The agreement is closer than that sequence's own noise bound of about 7 au, so it does not justify more digits.

The balance formula can be followed with numbers. For $n=1$, $B=2.304/(0.006)^4=1.78\times10^9$ au. Since $p=q=4$,

$$F_{\rm opt}=\left(\frac{21.4\times10^{-10}}{1.78\times10^9}\right)^{1/8}
=0.0058\ \text{au},$$

close to the selected field, with a predicted error of 3.9 au. Without extrapolation the optimum is 0.0040 au and the error 19 au.

For the loose energies, $\varepsilon=2.0\times10^{-6}$ hartree and the conclusion changes. With $B$ still taken from the tight table, the predicted least errors are about 510 au for $n=0$ and 550 au for $n=1$, so one extrapolation is not predicted to pay. The second figure is also doubtful, because its optimum of 0.020 au requires a field of 0.08 au, outside the calculated range. The selection rule picks $n=0$ at 0.012 au and returns 3339 au with an estimated error of 1900 au. The actual deviation from the tight result is about 550 au, or 14 %. The rule cannot rescue the data, but it does report that they are poor.

## What the small numerical error does not cover

Hartree–Fock gives a separate check of the differentiation. Its energy is stationary in the orbitals and the basis does not depend on the field, so the dipole expectation value equals $-dE/dF$. A Romberg table of induced dipoles gives $\gamma=144.5$ au; the energies give 144.3 au.

The CCSD(T) value is 27 times larger. Noise of a few atomic units cannot account for a difference of about 3750 au, so within this basis it belongs to the correlation treatment. One possible reason is cancellation between large contributions of opposite sign in Hartree–Fock. The two-level model cannot show this for ethylene, because inversion symmetry makes $d=0$ and leaves only the negative term; a positive one requires further states. No decomposition was made, so the cancellation remains a conjecture.

When correlation dominates to this extent, excitations beyond CCSD(T) may matter. The basis is also small: it has no polarization functions and few diffuse ones. No second basis was computed, so the basis shift of both values is unknown, and the ratio of 27 is shown for 6-31+G only. The estimate of 4 au measures how well the fourth derivative of this particular energy function is known. It says nothing about the distance to the full electronic answer or to a measurement, which may also contain vibrational and frequency-dependent contributions. The energies, both tables and the noise bounds are listed in the numerical output.

## Values computed for the example and the checks

```
Two-level model: gap, trans. dipole, dipole diff. (au): 1.0 1.0 0.5
model beta, gamma (au): 3.0000 -18.0000
beta error exponent in eps, n=0,1,2: 0.4000 0.5714 0.6667
gamma error exponent in eps, n=0,1,2: 0.3333 0.5000 0.6000
gamma noise factor times F^4, n=0..4: 16.000 21.417 22.868 23.237 23.330
C2H4: CC 1.33 angstrom, CH 1.09 angstrom, HCC 121.5 deg
basis 6-31+G, functions: 34, frozen core orbitals: 2
CC thresholds (energy au, amplitudes): loose (1e-06, 0.0001) tight (1e-11, 1e-09)
field (au), CCSD(T) energy (hartree), loose-tight (hartree):
  0.000  -78.22229724006  +2.007e-06
  0.003  -78.22243958671  -2.376e-07
  0.006  -78.22286678446  -2.690e-07
  0.012  -78.22457795726  -3.670e-07
  0.024  -78.23146162280  -5.959e-07
  0.048  -78.25969252952  +1.706e-07
|E(-F)-E(F)| at F=0.024 au: 4.9e-11 hartree
assumed tight noise: 1.0e-10 hartree
largest loose error: 2.007e-06 hartree
gamma_zzzz table (au), tight; base field, then n=0,1,...:
  0.003    3895.504    3887.626    3887.411    3887.320
  0.006    3919.140    3890.838    3893.142
  0.012    4004.043    3856.281
  0.024    4447.329
gamma_zzzz table (au), loose:
  0.003 -161597.741 -213307.921 -226879.383 -230312.640
  0.006   -6467.202   -9735.995  -10584.196
  0.012    3339.177    2987.023
  0.024    4395.636
n=0 noise bounds (au): base field, tight, loose:
  0.003  19.7531  396462.391
  0.006  1.2346  24778.899
  0.012  0.0772  1548.681
  0.024  0.0048  96.793
selected tight entry: F=0.006 au, n=1
selected CCSD(T) gamma: 3890.838 au
truncation estimate: 2.304 au
noise bound: 1.653 au; sum: 3.956 au
selected loose entry: F=0.012 au, n=0
loose gamma: 3339.177 au, estimate 1900.834 au
interleaved base field: 0.004243 au
interleaved gamma, n=0,1: 3904.855 3890.893 au
HF gamma from energies: 144.323 au (F=0.006, n=2)
HF gamma from dipoles: 144.476 au (F=0.006, n=2)
predicted optimum: n, noise (hartree), field (au), error (au):
  0  1.00e-10  0.00400  18.828
  0  2.01e-06  0.02083  511.679
  1  1.00e-10  0.00576  3.902
  1  2.01e-06  0.01986  552.855
selected gamma in SI: 2.4261e-61 C^4 m^4 J^-3
```
